# Kerr-effect rise of permanent dipoles after a weak field step, part 1

(Sections cited here and not found follow in the second part.)

## 1. From rotational diffusion to the rise curve

In the example treated here, the birefringence of a dilute polar solution needs 26.4 ns to reach half its final value after a field is switched on. When the field is switched off, half the birefringence is gone after 5.8 ns. The molecules, the temperature and the rotational diffusion coefficient are the same in both cases. The difference arises because a permanent dipole reaches its birefringent state in two stages, while the field-free decay needs one.

**What the light measures.** Consider rigid molecules with an axis of symmetry, given by the unit vector \(\mathbf u\). The field \(E\) points along \(z\), \(\theta\) is the angle between \(\mathbf u\) and the field, and \(x=\cos\theta=u_z\). The optical polarizability tensor is

\[
\alpha_{ij}=\alpha_\perp\delta_{ij}+\Delta\alpha\,u_iu_j ,
\]

where \(\Delta\alpha\) is the polarizability along the axis minus that across it. Angle brackets denote an average over the molecules. With \(P_2(x)=(3x^2-1)/2\),

\[
\langle u_z^2\rangle=\frac{1+2\langle P_2\rangle}{3}.
\]

The distribution is symmetric about the field and \(u_x^2+u_y^2+u_z^2=1\), so

\[
\langle u_x^2\rangle=\frac{1-\langle u_z^2\rangle}{2}
=\frac{1-\langle P_2\rangle}{3}.
\]

Subtraction gives \(\langle u_z^2\rangle-\langle u_x^2\rangle=\langle P_2\rangle\). For number density \(N\), and with local-field factors left out for the moment, the squared refractive indices differ by

\[
n_z^2-n_x^2=\frac{N\Delta\alpha}{\varepsilon_0}\langle P_2\rangle .
\]

The left side is \((n_z-n_x)(n_z+n_x)\approx 2n\,\Delta n\), because the two indices are nearly equal. Hence

\[
\Delta n=\frac{N\Delta\alpha}{2n\varepsilon_0}\langle P_2\rangle .
\tag{1}
\]

The time dependence of the birefringence is therefore that of \(\langle P_2\rangle\). The polar order \(\langle P_1\rangle=\langle x\rangle\) does not appear in (1), since a molecule and its head-to-tail reversal have the same polarizability tensor. It is nevertheless needed to produce \(\langle P_2\rangle\).

**The diffusion equation.** Each molecule carries a permanent dipole \(\mu\) along its axis. Its energy is \(U=-\mu E\cos\theta\). Let \(w(\theta,t)\) be the probability per unit solid angle. The rotation is taken to be overdamped, so that torque and friction balance at every moment. With friction coefficient \(\zeta\) for tumbling of the axis, the drift velocity is

\[
\dot\theta=-\frac{1}{\zeta}\frac{\partial U}{\partial\theta}
=-\frac{\mu E}{\zeta}\sin\theta .
\]

The minus sign turns the dipole towards the field. Random rotation in many small steps adds a diffusive current, so the total current is

\[
J=-D\frac{\partial w}{\partial\theta}-\frac{\mu E}{\zeta}\sin\theta\,w .
\]

In thermal equilibrium \(J\) must vanish for \(w\propto e^{-U/kT}=e^{(\mu E/kT)\cos\theta}\). For this distribution \(\partial w/\partial\theta=-(\mu E/kT)\sin\theta\,w\). The two terms cancel if \(D=kT/\zeta\), which is the Einstein relation for rotation. With

\[
\xi=\frac{\mu E}{kT}
\]

the current becomes \(J=-D(\partial_\theta w+\xi\sin\theta\,w)\). Since \(\partial_\theta=-\sin\theta\,\partial_x\), this is

\[
J=D\sin\theta\,(\partial_xw-\xi w).
\]

Conservation of probability on the sphere reads

\[
\frac{\partial w}{\partial t}
=-\frac{1}{\sin\theta}\frac{\partial}{\partial\theta}(\sin\theta\,J)
=\frac{\partial}{\partial x}(\sin\theta\,J).
\]

The probability density in \(x\) is \(f=2\pi w\), normalised by \(\int_{-1}^{1}f\,dx=1\). It obeys

\[
\frac{\partial f}{\partial t}
=D\frac{\partial}{\partial x}\left[(1-x^2)
\left(\frac{\partial f}{\partial x}-\xi f\right)\right].
\tag{2}
\]

Here \(D\) has the unit s\(^{-1}\) and belongs to tumbling of the axis. Spinning about the axis moves neither the dipole nor the polarizability tensor, so its rate does not enter.

**Equations for the averages.** Multiply (2) by a polynomial \(P(x)\) and integrate over \(x\). The first integration by parts has no boundary term, because \(1-x^2\) vanishes at both ends:

\[
\frac{d\langle P\rangle}{dt}
=-D\int_{-1}^{1}P'(1-x^2)(\partial_xf-\xi f)\,dx .
\]

A second integration by parts, applied to the term with \(\partial_xf\), gives

\[
\frac{d\langle P\rangle}{dt}
=D\left\langle\left[(1-x^2)P'\right]'\right\rangle
+D\xi\left\langle(1-x^2)P'\right\rangle .
\tag{3}
\]

For \(P_1=x\), the first bracket is \((1-x^2)'=-2x\). The second is \(1-x^2=\tfrac23(1-P_2)\), since \(1-P_2=\tfrac32(1-x^2)\). Therefore

\[
\frac{d\langle P_1\rangle}{dt}
=-2D\langle P_1\rangle+\frac23D\xi\,(1-\langle P_2\rangle).
\tag{4}
\]

For \(P_2\), \(P_2'=3x\). The first bracket is \((3x-3x^3)'=3-9x^2=-6P_2\). For the second, use \(P_3=(5x^3-3x)/2\), which gives \(x-P_3=\tfrac52(x-x^3)\). Thus \(3x(1-x^2)=\tfrac65(P_1-P_3)\), and

\[
\frac{d\langle P_2\rangle}{dt}
=-6D\langle P_2\rangle
+\frac65D\xi\,(\langle P_1\rangle-\langle P_3\rangle).
\tag{5}
\]

The decay rates \(2D\) and \(6D\) come from free diffusion. The other terms show how the field transfers order from one average to the next.

**Why the equations close in a weak field.** Equation (5) contains the unknown \(\langle P_3\rangle\). To find its size, write

\[
f=\tfrac12+\xi f_1+\xi^2f_2+\xi^3f_3+\cdots .
\]

The leading term is the isotropic distribution present before the step. Collecting equal powers of \(\xi\) in (2) gives

\[
\frac{\partial f_k}{\partial t}
=D\left[(1-x^2)f_k'\right]'-D\left[(1-x^2)f_{k-1}\right]' ,
\qquad f_k(x,0)=0 .
\]

Suppose \(f_{k-1}\) is a polynomial of degree at most \(k-1\). The source is then of degree at most \(k\), and the diffusion operator does not raise the degree of a polynomial. Hence \(f_k\) is of degree at most \(k\). The induction starts from \(f_0=\tfrac12\). Now \(P_n\) is orthogonal to every polynomial of lower degree, so \(\langle P_n\rangle\) begins at order \(\xi^n\).

There is also a parity rule. The source of \(f_k\) has the opposite parity in \(x\) to \(f_{k-1}\), so \(f_k\) is even for even \(k\) and odd for odd \(k\). It follows that \(\langle P_2\rangle\) contains even powers of \(\xi\), and its first correction is smaller than its leading term by a factor of order \(\xi^2\).

**First stage: polar order.** In (4), \(\langle P_2\rangle\) is of order \(\xi^2\) and can be dropped beside 1. With the initial value \(\langle P_1\rangle=0\),

\[
\langle P_1\rangle=\frac{\xi}{3}\left(1-e^{-2Dt}\right).
\tag{6}
\]

Differentiation confirms this: the left side of (4) is \(\tfrac23D\xi e^{-2Dt}\), and the right side is \(-\tfrac23D\xi(1-e^{-2Dt})+\tfrac23D\xi\), which is the same.

**Second stage: axial order.** In (5), \(\langle P_3\rangle\) is of order \(\xi^3\), while \(\langle P_1\rangle\) is of order \(\xi\). Dropping \(\langle P_3\rangle\) and inserting (6) gives

\[
\frac{d\langle P_2\rangle}{dt}+6D\langle P_2\rangle
=\frac25D\xi^2\left(1-e^{-2Dt}\right).
\]

The factor is \(\tfrac65\times\tfrac13=\tfrac25\). Multiplication by \(e^{6Dt}\) turns the left side into a total derivative:

\[
\frac{d}{dt}\left(e^{6Dt}\langle P_2\rangle\right)
=\frac25D\xi^2\left(e^{6Dt}-e^{4Dt}\right).
\]

Integration from 0 to \(t\), with \(\langle P_2\rangle=0\) at the start, yields

\[
e^{6Dt}\langle P_2\rangle
=\frac25\xi^2\left[\frac{e^{6Dt}-1}{6}-\frac{e^{4Dt}-1}{4}\right].
\]

Division by \(e^{6Dt}\) gives

\[
\langle P_2\rangle
=\frac25\xi^2\left[\frac16-\frac14e^{-2Dt}
+\left(\frac14-\frac16\right)e^{-6Dt}\right].
\]

The last bracket is \(1/12\). Taking out the common factor \(1/6\) gives the result:

\[
\boxed{\;
\langle P_2\rangle=\frac{\xi^2}{15}\,\Phi(t),\qquad
\Phi(t)=1-\frac32e^{-2Dt}+\frac12e^{-6Dt}
\;}
\tag{7}
\]

The function \(\Phi\) is the birefringence divided by its final value. It does not depend on the field strength as long as \(\xi^2\ll1\).

**Shape of the rise.** Let \(p=1-e^{-2Dt}\) be the polar order divided by its final value. Dividing the equation for \(\langle P_2\rangle\) by \(\xi^2/15\) gives

\[
\frac{d\Phi}{dt}=6D\,(p-\Phi).
\tag{8}
\]

The birefringence follows the polar order through a filter with time constant \(1/(6D)\). At the start, the torque on an isotropic set of dipoles produces polar order but no axial order. For small \(Dt\), \(p\approx2Dt\), and (8) then gives \(\Phi\approx6(Dt)^2\). The curve starts with zero slope.

With \(y=e^{-2Dt}\), (7) factors as

\[
\Phi=1-\frac32y+\frac12y^3=(1-y)^2\left(1+\frac y2\right).
\tag{9}
\]

Expanding the product gives \(1-2y+y^2+\tfrac12y-y^2+\tfrac12y^3\), as required. This form is suited to computation at short times. If \(1-y\) is evaluated by a function made for small exponents, no nearly equal numbers are subtracted. The slope is \(d\Phi/dt=3D(y-y^3)\), which is positive for \(0<y<1\), so the rise has no overshoot.

Half-rise requires \(y^3-3y+1=0\). Put \(y=2\cos\varphi\). Since \(4\cos^3\varphi-3\cos\varphi=\cos3\varphi\), the condition becomes \(2\cos3\varphi=-1\). The root between 0 and 1 is \(y=2\cos80^\circ\), and thus

\[
Dt_{1/2}=-\tfrac12\ln(2\cos80^\circ)=0.5288 .
\]

**Decay.** After the field is removed, \(\xi=0\) in (5), and \(\langle P_2\rangle\) decays as \(e^{-6Dt}\) from whatever value it had. The polar order still present has no influence, because the field that coupled it to \(\langle P_2\rangle\) is gone. The half-decay time is \(\ln2/(6D)\).

The areas give a comparison that does not rely on a half-value. The area above the rise curve is

\[
\int_0^\infty(1-\Phi)\,dt
=\frac32\,\frac1{2D}-\frac12\,\frac1{6D}=\frac{2}{3D}.
\]

The area under the normalised decay is \(1/(6D)\), one quarter as large.

**Comparison with the full equation.** Equation (2) was also solved on a grid of 300 cells in \(x\), without Legendre polynomials in the evolution and without a weak-field expansion. The solutions for \(\xi=0.2\) and 0.4, each divided by its weak-field final value, were combined as \([4A(0.2)-A(0.4)]/3\). This removes the relative correction proportional to \(\xi^2\). Up to \(Dt=8\), the result differs from \(\Phi\) by at most \(1.2\times10^{-4}\) of the final signal. This figure still depends on the grid; in the limit of a fine grid it falls to about \(6\times10^{-5}\). The corresponding difference for the polar order, on the same 300 cells, is \(5.1\times10^{-5}\). At \(\xi=0.2\) the ratio of the two areas is 3.988, close to the weak-field value of 4.

## 2. Use of the result, and what changes it

The symbols carried over are \(x=\cos\theta\), the tumbling coefficient \(D\), \(\xi=\mu E/kT\) and \(y=e^{-2Dt}\). After a weak step, the normalised polar order is \(p=1-y\), and the normalised birefringence is \(\Phi=1-\tfrac32y+\tfrac12y^3\). The final axial order is \(\langle P_2\rangle=\xi^2/15\), and free decay follows \(e^{-6Dt}\). Equation (1) converts \(\langle P_2\rangle\) into \(\Delta n\).

**Numbers for one solution.** The example is a cyanobiphenyl-type mesogen, diluted in a viscous saturated-hydrocarbon oil at 298 K. The inputs are rough: a dipole of 5 D, \(D=2\times10^7\) s\(^{-1}\) and a field of 0.05 MV/cm. The dipole energy is 0.520 meV and \(kT\) is 25.68 meV, so

\[
\xi=\frac{0.520}{25.68}\approx0.0203,\qquad
\frac{\xi^2}{15}\approx2.74\times10^{-5}.
\]

The solute concentration of 30 kg/m³ and molar mass of 0.249 kg/mol correspond to \(N=0.0726\) nm\(^{-3}\). The anisotropy of the polarizability volume, \(\Delta v=\Delta\alpha/(4\pi\varepsilon_0)\), is set to 0.020 nm³. Equation (1) becomes \(\Delta n=2\pi N\Delta v\langle P_2\rangle/n\). With \(n=1.449\),

\[
\Delta n=\frac{2\pi(0.0726)(0.020)(2.74\times10^{-5})}{1.449}
\approx1.7\times10^{-7}.
\]

The two time constants are \(1/(2D)=25\) ns and \(1/(6D)=8.3\) ns. The half-rise time is \(0.5288/D=26.4\) ns, against a half-decay time of 5.8 ns. After 10 ns the polar order has reached 33 % of its final value and the birefringence 14.5 %. This is the delay described by (8).

**Extracting \(D\).** Late in the rise, \(1-\Phi\approx\tfrac32e^{-2Dt}\). The omitted term is smaller than this one by the factor \(y^2/3\). At 50 ns, \(y=e^{-2}=0.135\), and that factor is 0.6 %. A logarithmic plot of \(1-\Phi\) therefore has a late slope of \(-2D\), and its extrapolation to \(t=0\) is \(3/2\), not 1. If the half-rise time were instead treated as that of a single exponential, the inferred time constant would be \(26.4/\ln2=38\) ns. This is about 53 % above the true 25 ns. Within this model, the decay provides a separate value of \(D\) through its rate \(6D\).

For a weak, ideal field step acting on permanent dipoles, the birefringence rises in two stages according to (7), while its free decay is a single exponential with rate \(6D\). What remains is to see how non-ideal fields, induced dipoles, finite field strength, local fields, the solvent background and the assumptions about the molecules and their motion change this result.
